**Gaussian field cut at zero: half porosity and the arcsine law**

A stationary, jointly Gaussian field with mean 0, variance 1 and correlation g, called pore where it is positive, has mean porosity 1/2 and two-point pore probability S2 = 1/4 + arcsin(g)/(2π). The program asserts this formula against quadrature of the bivariate density, a count of uniform angles and simulated three-dimensional fields. A random-sign pair with Gaussian marginals gives 0.3750 at g = 0.5, not 0.3333, which shows that joint Gaussianity is needed. For g = exp(-r²/(2ℓ²)) with ℓ = 0.8 nm, the mean pore chord is 2.513 nm and the surface per volume is 0.7958 per nm; simulated line crossings and the mean gradient support these values. The porosity scatter formula is asserted against blocks of the simulated fields and gives 0.0123 for a 20 nm cube. With permittivities 1 (pore) and 2.9 (solid), a finite-volume solver, checked on laminates, gives 1.772 on the finer grid and 1.754 on the coarser one, between the bounds 1.487 and 1.950. The output also sizes the effects of a porosity of 0.40, one volume percent of water, and a slope taken over 0.3 nm.

## Verification by program

```python
"""
Result under test: a stationary Gaussian field Y (mean 0, variance 1,
correlation g) cut at zero, pore where Y > 0, has mean porosity 1/2 and
two-point pore probability S2 = 1/4 + arcsin(g)/(2 pi).
Symbols: ell = field length in g(r) = exp(-r^2/(2 ell^2)), in nm;
k = relative permittivity; SE = standard error of a simulated mean.
Also tested: pore chord, surface per volume, scatter of porosity in a
finite cube, and the elementary bounds on the permittivity.
"""
import numpy as np
from scipy.integrate import quad
from scipy.signal import lfilter
from scipy.special import erf
from scipy.stats import norm

rng = np.random.default_rng(20417)
ell = 0.8             # nm, rough value for a nanoporous film
k_solid = 2.9         # rough value for a dense organosilicate skeleton
k_pore = 1.0
window = 20.0         # nm, rough line spacing


def correlation(r):
    return np.exp(-r**2 / (2 * ell**2))


def s2_formula(g):
    return 0.25 + np.arcsin(g) / (2 * np.pi)


nodes, weights = np.polynomial.legendre.leggauss(240)


def s2_quadrature(g, cut=0.0):
    """Integral of the bivariate normal density over y1 > cut, y2 > cut."""
    y = cut + 4.5 * (nodes + 1)
    w = 4.5 * weights
    a, b = np.meshgrid(y, y, indexing="ij")
    q = (a * a - 2 * g * a * b + b * b) / (2 * (1 - g * g))
    density = np.exp(-q) / (2 * np.pi * np.sqrt(1 - g * g))
    return w @ density @ w


def field_sampler(n, step, dim):
    """Periodic Gaussian field on a grid, from filtered white noise."""
    i = np.arange(n)
    line = correlation(step * np.minimum(i, n - i))
    root = np.sqrt(np.clip(np.fft.fft(line).real, 0, None))
    amp = root[: n // 2 + 1]
    for _ in range(dim - 1):
        amp = np.multiply.outer(root, amp)
    # every axis but the last carries the full set of frequencies
    axes = tuple(range(dim))

    def draw():
        noise = rng.standard_normal((n,) * dim)
        spectrum = np.fft.rfftn(noise, axes=axes) * amp
        return np.fft.irfftn(spectrum, s=(n,) * dim, axes=axes)
    return draw


def mean_se(values):
    values = np.asarray(values, dtype=float)
    return values.mean(0), values.std(0, ddof=1) / np.sqrt(len(values))


print("INPUTS")
print(f"field length ell = {ell:.2f} nm")
print(f"permittivity: solid {k_solid:.2f}, pore {k_pore:.2f}")

# ---- two-point probability: quadrature and uniform-angle count ----
print("QUADRANT PROBABILITY: g, quadrature, formula")
theta = 2 * np.pi * (np.arange(400000) + 0.5) / 400000
for g in (-0.8, -0.3, 0.0, 0.5, 0.95):
    direct = s2_quadrature(g)
    both = (np.cos(theta) > 0) & (
        g * np.cos(theta) + np.sqrt(1 - g * g) * np.sin(theta) > 0)
    assert abs(direct - s2_formula(g)) < 1e-8
    assert abs(both.mean() - s2_formula(g)) < 1e-5  # angular grid spacing
    print(f"{g:6.2f}  {direct:.6f}  {s2_formula(g):.6f}")

# ---- Gaussian marginals alone do not suffice: Y2 = sign * Y1 ----
y1 = norm.ppf((np.arange(200000) + 0.5) / 200000)
p_plus = 0.75
g_sign = (p_plus * np.mean(y1 * y1) + (1 - p_plus) * np.mean(-y1 * y1))
s2_sign = (p_plus * np.mean((y1 > 0) & (y1 > 0))
           + (1 - p_plus) * np.mean((y1 > 0) & (-y1 > 0)))
assert abs(g_sign - 0.5) < 1e-3
assert abs(s2_sign - (1 + g_sign) / 4) < 1e-3
assert abs(s2_sign - s2_formula(g_sign)) > 0.03
print("RANDOM-SIGN PAIR (not jointly Gaussian)")
print(f"g = {g_sign:.3f}, true S2 = {s2_sign:.4f}")
print(f"arcsine formula would give {s2_formula(g_sign):.4f}")


# ---- scatter of porosity in a cube, through the arcsine series ----
def porosity_sigma(side):
    total, coefficient = 0.0, 1.0
    for n in range(2000):
        m = 2 * n + 1
        a = ell / np.sqrt(m)
        one_axis = (a * np.sqrt(2 * np.pi) * erf(side / (a * np.sqrt(2)))
                    - 2 * a * a / side * (1 - np.exp(-side**2 / (2 * a * a))))
        total += coefficient / m * one_axis**3
        coefficient *= (2 * n + 1) / (2 * n + 2)
    return np.sqrt(total / (2 * np.pi * side**3))


# ---- three-dimensional simulation ----
n_grid, step = 32, 0.3
lags = (1, 2, 4, 8)
draw = field_sampler(n_grid, step, 3)
porosities, pair_values, block_squares = [], [], []
for _ in range(400):
    pore = (draw() > 0).astype(float)
    porosities.append(pore.mean())
    pair_values.append([np.mean([np.mean(pore * np.roll(pore, m, axis))
                                 for axis in range(3)]) for m in lags])
    blocks = pore.reshape(2, 16, 2, 16, 2, 16).mean(axis=(1, 3, 5))
    block_squares.append(np.mean((blocks - 0.5)**2))
phi_mean, phi_se = mean_se(porosities)
s2_mean, s2_se = mean_se(pair_values)
var_mean, var_se = mean_se(block_squares)
assert phi_se < 0.004 and abs(phi_mean - 0.5) < 4.5 * phi_se
print("SIMULATED 3D FIELDS (400 cells of side "
      f"{n_grid * step:.1f} nm)")
print(f"porosity = {phi_mean:.4f}, SE {phi_se:.4f}")
print("r (nm), g, S2 formula, S2 simulated, SE")
for m, value, se in zip(lags, s2_mean, s2_se):
    g = correlation(m * step)
    assert se < 0.005 and abs(value - s2_formula(g)) < 4.5 * se
    print(f"{m * step:.1f}  {g:.4f}  {s2_formula(g):.4f}  "
          f"{value:.4f}  {se:.4f}")
small = 16 * step
assert var_se / var_mean < 0.08
assert abs(var_mean - porosity_sigma(small)**2) < 4.5 * var_se
print("POROSITY SCATTER (standard deviation)")
print(f"{small:.1f} nm cube: formula {porosity_sigma(small):.4f}, "
      f"simulated {np.sqrt(var_mean):.4f}")
sigma_window = porosity_sigma(window)
print(f"{window:.0f} nm cube: formula {sigma_window:.4f}")
print("scatter of arithmetic-mean k there = "
      f"{(k_solid - k_pore) * sigma_window:.3f}")

# ---- crossings on a line, at the zero cut and at another cut ----
phi_other = 0.40
cut_other = norm.isf(phi_other)
n_line, fine = 2**17, 0.02 * ell
draw_line = field_sampler(n_line, fine, 1)
counts = []
for _ in range(40):
    y = draw_line()
    counts.append([np.count_nonzero((y > c) != (np.roll(y, 1) > c))
                   / (n_line * fine) for c in (0.0, cut_other)])
cross_mean, cross_se = mean_se(counts)
cross_zero = 1 / (np.pi * ell)
cross_other = cross_zero * np.exp(-cut_other**2 / 2)
for value, se, expected in zip(cross_mean, cross_se,
                               (cross_zero, cross_other)):
    assert se / value < 0.01 and abs(value - expected) < 4.5 * se
chord = np.pi * ell
surface = 2 / (np.pi * ell)

# surface per volume = density of Y at zero times mean gradient length
mean_gradient = quad(lambda v: v * 4 * np.pi * v**2
                     * (ell**2 / (2 * np.pi))**1.5
                     * np.exp(-v**2 * ell**2 / 2), 0, 12 / ell)[0]
surface_gradient = mean_gradient / np.sqrt(2 * np.pi)
tiny = 1e-3 * ell
surface_slope = 4 * (0.5 - s2_formula(correlation(tiny))) / tiny
assert abs(surface_gradient / surface - 1) < 1e-7
assert abs(surface_slope / surface - 1) < 1e-5
print("INTERFACE")
print(f"crossings: formula {cross_zero:.4f} per nm")
print(f"simulated {cross_mean[0]:.4f}, SE {cross_se[0]:.4f} per nm")
print(f"mean pore chord = {chord:.3f} nm")
print(f"surface per volume = {surface:.4f} per nm")
print(f"from mean gradient = {surface_gradient:.4f} per nm")

# ---- rough field g = exp(-r/ell): crossings grow as the step shrinks ----
rough_step = 0.002
decay = np.exp(-rough_step / ell)
rough = lfilter([np.sqrt(1 - decay**2)], [1, -decay],
                rng.standard_normal(2000000))


def crossing_density(stride):
    sign = rough[::stride] > 0
    return np.mean(sign[1:] != sign[:-1]) / (stride * rough_step)


dense, coarse = crossing_density(1), crossing_density(4)
assert abs(dense / coarse - 2) < 0.08
print("ROUGH FIELD exp(-r/ell): crossings per nm")
print(f"step {4 * rough_step:.3f} nm: {coarse:.2f}")
print(f"step {rough_step:.3f} nm: {dense:.2f}, "
      f"ratio {dense / coarse:.3f}")


# ---- permittivity: bounds and finite-volume solution ----
def mean_bounds(fractions, permittivities):
    f, k = np.array(fractions), np.array(permittivities)
    return 1 / np.sum(f / k), np.sum(f * k)


def effective_k(k):
    """Periodic cell under a unit mean field along the first axis."""
    faces = [2 * k * np.roll(k, -1, a) / (k + np.roll(k, -1, a))
             for a in range(3)]

    def operator(u):
        out = np.zeros_like(u)
        for a, c in enumerate(faces):
            flux = c * (np.roll(u, -1, a) - u)
            out -= flux - np.roll(flux, 1, a)
        return out

    residual = faces[0] - np.roll(faces[0], 1, 0)
    u = np.zeros_like(k)
    p = residual.copy()
    rr = np.sum(residual**2)
    goal = 1e-12 * rr + 1e-24
    for _ in range(2000):
        if rr <= goal:
            break
        ap = operator(p)
        alpha = rr / np.sum(p * ap)
        u += alpha * p
        residual -= alpha * ap
        new = np.sum(residual**2)
        p = residual + new / rr * p
        rr = new
    assert rr <= goal
    return np.mean(faces[0] * (1 + np.roll(u, -1, 0) - u))


lower, upper = mean_bounds([0.5, 0.5], [k_pore, k_solid])
layers = np.full((12, 12, 12), k_solid)
layers[:6] = k_pore
assert abs(effective_k(layers) - lower) < 1e-5
assert abs(effective_k(np.swapaxes(layers, 0, 1)) - upper) < 1e-5

draw_k = field_sampler(48, 0.2, 3)
fine_k, coarse_k = [], []
for _ in range(5):
    y = draw_k()
    pair_fine, pair_coarse = [], []
    for z in (y, -y):          # both signs have the same law
        k_map = np.where(z > 0, k_pore, k_solid)
        value = effective_k(k_map)
        phi = np.mean(z > 0)
        lo, hi = mean_bounds([phi, 1 - phi], [k_pore, k_solid])
        assert lo < value < hi
        pair_fine.append(value)
        pair_coarse.append(effective_k(k_map[::2, ::2, ::2].copy()))
    fine_k.append(np.mean(pair_fine))
    coarse_k.append(np.mean(pair_coarse))
k_mean, k_se = mean_se(fine_k)
k_coarse = np.mean(coarse_k)
assert abs(k_mean - k_coarse) < 0.05   # voxel staircase error
assert lower < k_mean < upper
print("PERMITTIVITY AT HALF POROSITY")
print(f"lower bound {lower:.3f}, upper bound {upper:.3f}")
print(f"solved, 0.2 nm voxels: {k_mean:.3f}, SE {k_se:.3f}")
print(f"solved, 0.4 nm voxels: {k_coarse:.3f}")

# ---- size of neglected effects ----
print("NEGLECTED EFFECTS")
g_test = correlation(1.2)
s2_other = s2_quadrature(g_test, cut_other)
lo_other, hi_other = mean_bounds([phi_other, 1 - phi_other],
                                 [k_pore, k_solid])
assert abs(s2_quadrature(0.0, cut_other) - phi_other**2) < 1e-8
print(f"porosity {phi_other:.2f}: cut t = {cut_other:.4f}")
print(f"S2(1.2 nm) = {s2_other:.4f}, not {s2_formula(g_test):.4f}")
print(f"crossing factor: formula {cross_other / cross_zero:.4f}, "
      f"simulated {cross_mean[1] / cross_mean[0]:.4f}")
print(f"k bounds {lo_other:.3f} to {hi_other:.3f}")
k_water, f_water = 80.0, 0.01   # rough bulk value; small uptake
lo_wet, hi_wet = mean_bounds([0.5 - f_water, f_water, 0.5],
                             [k_pore, k_water, k_solid])
print(f"water, fraction {f_water:.2f}, k {k_water:.0f}: "
      f"bounds {lo_wet:.3f} to {hi_wet:.3f}")
grain = 0.3
slope_grain = 4 * (0.5 - s2_formula(correlation(grain))) / grain
print(f"surface from slope over {grain:.1f} nm: "
      f"{100 * (slope_grain / surface - 1):.2f} percent off")

print("ALL CHECKS PASSED")
```

Printed output:

```
INPUTS
field length ell = 0.80 nm
permittivity: solid 2.90, pore 1.00
QUADRANT PROBABILITY: g, quadrature, formula
 -0.80  0.102416  0.102416
 -0.30  0.201507  0.201507
  0.00  0.250000  0.250000
  0.50  0.333333  0.333333
  0.95  0.449459  0.449459
RANDOM-SIGN PAIR (not jointly Gaussian)
g = 0.500, true S2 = 0.3750
arcsine formula would give 0.3333
SIMULATED 3D FIELDS (400 cells of side 9.6 nm)
porosity = 0.5009, SE 0.0019
r (nm), g, S2 formula, S2 simulated, SE
0.3  0.9321  0.4410  0.4418  0.0019
0.6  0.7548  0.3861  0.3869  0.0019
1.2  0.3247  0.3026  0.3032  0.0019
2.4  0.0111  0.2518  0.2525  0.0019
POROSITY SCATTER (standard deviation)
4.8 nm cube: formula 0.0893, simulated 0.0870
20 nm cube: formula 0.0123
scatter of arithmetic-mean k there = 0.023
INTERFACE
crossings: formula 0.3979 per nm
simulated 0.3980, SE 0.0013 per nm
mean pore chord = 2.513 nm
surface per volume = 0.7958 per nm
from mean gradient = 0.7958 per nm
ROUGH FIELD exp(-r/ell): crossings per nm
step 0.008 nm: 5.49
step 0.002 nm: 11.03, ratio 2.008
PERMITTIVITY AT HALF POROSITY
lower bound 1.487, upper bound 1.950
solved, 0.2 nm voxels: 1.772, SE 0.005
solved, 0.4 nm voxels: 1.754
NEGLECTED EFFECTS
porosity 0.40: cut t = 0.2533
S2(1.2 nm) = 0.2098, not 0.3026
crossing factor: formula 0.9684, simulated 0.9660
k bounds 1.648 to 2.140
water, fraction 0.01, k 80: bounds 1.509 to 2.740
surface from slope over 0.3 nm: -1.17 percent off
ALL CHECKS PASSED
```
